# The skewness window of Pearson IV implant profiles under a kurtosis closure: verification in Python

```python
"""Pearson IV window for implant profiles with an empirical kurtosis closure.

Result under test: with beta = 2.8 + 2.4*gamma^2, a Pearson type IV density
having skewness gamma and kurtosis beta exists only for |gamma| between the
square roots of the two positive zeros of 144 g^3 - 492 g^2 - 911 g + 448.
Symbols: g = gamma^2; s = distance from the mean in standard deviations;
Pearson equation (b0 + b1 s + b2 s^2) f' = (s - a) f, with a = b1.
Kurtosis is the full fourth standardized moment (3 for a Gaussian).
"""
import numpy as np
from scipy.constants import k as k_boltzmann, e as e_charge
from scipy.integrate import quad
from scipy.optimize import brentq


def closure(gamma):
    return 2.8 + 2.4 * gamma**2


def coefficients(gamma, beta):
    """Closed formulas for b0, b1, b2 at unit standard deviation."""
    g = gamma**2
    A = 10 * beta - 12 * g - 18
    return (-(4 * beta - 3 * g) / A, -gamma * (beta + 3) / A,
            -(2 * beta - 3 * g - 6) / A)


def solve_moment_equations(gamma, beta):
    """Numerical solution of the four moment equations for a, b0, b1, b2."""
    mu = [1.0, 0.0, 1.0, gamma, beta]
    matrix = np.array([[-mu[n], n * mu[n - 1] if n else 0.0,
                        (n + 1) * mu[n], (n + 2) * mu[n + 1]]
                       for n in range(4)])
    return np.linalg.solve(matrix, -np.array(mu[1:]))


def pearson_type(gamma, beta):
    b0, b1, b2 = coefficients(gamma, beta)
    if b1**2 < 4 * b0 * b2:
        return "IV"
    return "I" if b0 * b2 < 0 else "VI"


def log_density_iv(s, gamma, beta):
    """Unnormalized logarithm of the type IV density."""
    b0, b1, b2 = coefficients(gamma, beta)
    D = np.sqrt(4 * b0 * b2 - b1**2)
    return (np.log(np.abs(b0 + b1 * s + b2 * s**2)) / (2 * b2)
            - (b1 / b2 + 2 * b1) / D * np.arctan((2 * b2 * s + b1) / D))


def statistics(points, weights):
    w = weights / weights.sum()
    mean = np.sum(w * points)
    d = points - mean
    sd = np.sqrt(np.sum(w * d**2))
    return np.array([mean, sd, np.sum(w * d**3) / sd**3,
                     np.sum(w * d**4) / sd**4])


def statistics_log(points, log_weights):
    return statistics(points, np.exp(log_weights - log_weights.max()))


def window(intercept, slope):
    """Skewness limits for the closure beta = intercept + slope*g."""
    P = np.polynomial.Polynomial
    g, beta = P([0, 1]), P([intercept, slope])
    p = g * (beta + 3)**2 - 4 * (4 * beta - 3 * g) * (2 * beta - 3 * g - 6)
    r = p.roots()
    r = np.sort(r[np.abs(r.imag) < 1e-9].real)
    r = r[r > 0]
    assert len(r) == 2
    return np.sqrt(r)


# Limits from the cubic against limits from the solved moment equations.
cubic_roots = np.sort(np.roots([144, -492, -911, 448]).real)
assert cubic_roots[0] < 0 < cubic_roots[1]
low, high = np.sqrt(cubic_roots[1:])


def discriminant(gamma):
    a, b0, b1, b2 = solve_moment_equations(gamma, closure(gamma))
    return b1**2 - 4 * b0 * b2


low_direct = brentq(discriminant, 0.5, 1.0)
high_direct = brentq(discriminant, 1.0, 3.0)
assert abs(low - low_direct) < 1e-9 and abs(high - high_direct) < 1e-9
assert np.allclose(window(2.8, 2.4), [low, high], atol=1e-9)

# Scan of the whole family (1+x^2)^(-m) exp(-nu*arctan x), moments by
# quadrature: where does it meet the closure?
t_family = np.linspace(-18, 18, 4001)
x_family = np.sinh(t_family)
log_q, atan_x = np.log1p(x_family**2), np.arctan(x_family)
log_jac = np.log(np.cosh(t_family))


def family(m, nu):
    return statistics_log(x_family, -m * log_q - nu * atan_x + log_jac)[2:]


def closure_gap(nu, m):
    skew, kurt = family(m, nu)
    return kurt - closure(skew)


nu_max = 3000.0
met = []
for m in 4 + np.geomspace(0.05, 30, 100):
    if closure_gap(nu_max, m) < 0:
        nu = brentq(closure_gap, 0.0, nu_max, args=(m,))
        met.append(abs(family(m, nu)[0]))
assert low < min(met) < low + 0.03 and high - 0.03 < max(met) < high
for m in (3.5, 4.0, 25.0):
    assert all(closure_gap(nu, m) > 0 for nu in np.geomspace(0.01, nu_max, 60))

# Inside the window the closed density has the prescribed four moments.
t = np.linspace(-14, 14, 8001)
s_grid = np.sinh(t)
worst_inside = 0.0
for gamma in (0.66, 1.0, -1.0, 1.6, 2.1):
    beta = closure(gamma)
    got = statistics_log(s_grid, log_density_iv(s_grid, gamma, beta)
                         + np.log(np.cosh(t)))
    worst_inside = max(worst_inside, np.max(np.abs(got - [0, 1, gamma, beta])))
assert worst_inside < 1e-6

# Outside it, densities with real zeros of the quadratic carry the moments.
worst_outside = 0.0
for gamma, expected in ((0.3, "I"), (0.55, "VI"), (2.5, "VI")):
    beta = closure(gamma)
    assert pearson_type(gamma, beta) == expected
    b0, b1, b2 = coefficients(gamma, beta)
    r1, r2 = np.sort(np.roots([b2, b1, b0]).real)
    p1 = (r1 - b1) / (b2 * (r1 - r2))
    p2 = (r2 - b1) / (b2 * (r2 - r1))
    if expected == "I":
        u = np.linspace(-8, 8, 8001)
        s = (r1 + r2) / 2 + (r2 - r1) / 2 * np.tanh(u)
        jac = -2 * np.log(np.cosh(u))
    else:
        u = np.linspace(-12, 12, 8001)
        s = r2 + np.exp(u)
        jac = u
    got = statistics_log(s, p1 * np.log(np.abs(s - r1))
                         + p2 * np.log(np.abs(s - r2)) + jac)
    worst_outside = max(worst_outside,
                        np.max(np.abs(got - [0, 1, gamma, beta])))
assert worst_outside < 1e-5
gamma_iii = np.sqrt(2 / 9)
assert pearson_type(gamma_iii - 1e-3, closure(gamma_iii - 1e-3)) == "I"
assert pearson_type(gamma_iii + 1e-3, closure(gamma_iii + 1e-3)) == "VI"

print("Roots of cubic in g:", np.round(cubic_roots, 5))
print(f"Lower skewness limit: {low:.4f}; kurtosis there: {closure(low):.4f}")
print(f"Upper skewness limit: {high:.4f}; kurtosis there: {closure(high):.4f}")
print(f"Limits from moment equations: {low_direct:.4f}, {high_direct:.4f}")
print(f"Family scan meets closure from {min(met):.4f} to {max(met):.4f}")
print(f"Type III at skewness: {gamma_iii:.4f}")
print(f"Largest moment error inside window: {worst_inside:.1e}")
print(f"Largest moment error outside window: {worst_outside:.1e}")
for c0, c1 in ((2.7, 2.4), (2.9, 2.4), (2.8, 2.3), (2.8, 2.5)):
    lo, hi = window(c0, c1)
    print(f"Closure {c0} + {c1} g: limits {lo:.3f}, {hi:.3f}")

# Example: rough values for boron in silicon near 100 keV.
range_nm, sigma_nm, gamma, dose_cm2 = 300.0, 70.0, -1.0, 1e14
beta = closure(gamma)
b0, b1, b2 = coefficients(gamma, beta)


def raw_density(s):
    return np.exp(log_density_iv(s, gamma, beta)
                  - log_density_iv(b1, gamma, beta))


norm = quad(raw_density, -np.inf, b1)[0] + quad(raw_density, b1, np.inf)[0]


def density_nm(x):
    return raw_density((x - range_nm) / sigma_nm) / (norm * sigma_nm)


to_cm3 = dose_cm2 * 1e7
peak_nm = range_nm + sigma_nm * b1
x = np.arange(-3700.0, 4301.0, 1.0)
f = density_nm(x)
assert abs(f.sum() - 1) < 1e-6
assert abs(x[np.argmax(f)] - peak_nm) <= 1.0
deep_nm = 600.0
print(f"Example: range {range_nm:.0f} nm, sigma {sigma_nm:.0f} nm, "
      f"skewness {gamma:.1f}")
print(f"Dose: {dose_cm2:.1e} cm^-2; kurtosis: {beta:.2f}")
print(f"b0 = {b0*sigma_nm**2:.1f} nm^2, b1 = a = {b1*sigma_nm:.3f} nm, "
      f"b2 = {b2:.5f}")
print(f"b1^2 - 4 b0 b2 = {(b1**2 - 4*b0*b2)*sigma_nm**2:.1f} nm^2")
print(f"Tail exponent: {-1/b2:.2f}")
print(f"Peak depth: {peak_nm:.1f} nm")
print(f"Peak concentration: {density_nm(peak_nm)*to_cm3:.3e} cm^-3")
gauss_peak = to_cm3 / (sigma_nm * np.sqrt(2 * np.pi))
print(f"Gaussian peak, same dose and sigma: {gauss_peak:.3e} cm^-3")
print(f"Concentration at {deep_nm:.0f} nm: "
      f"{density_nm(deep_nm)*to_cm3:.2e} cm^-3")


def report(name, stats):
    mean, sd, skew, kurt = stats
    print(f"{name}: mean {mean:.1f} nm, sigma {sd:.1f} nm")
    print(f"  skewness {skew:.3f}, kurtosis {kurt:.3f}, "
          f"closure {closure(skew):.3f}, type {pearson_type(skew, kurt)}")


# Neglected: the surface.
lost = quad(raw_density, -np.inf, -range_nm / sigma_nm)[0] / norm
print(f"Fraction of density above the surface: {100*lost:.3f} %")
report("Cut at surface", statistics(x[x >= 0], f[x >= 0]))

# Neglected: channelling, a rough exponential component beyond the peak.
fraction, decay_nm = 0.05, 80.0
tail = np.where(x >= peak_nm,
                np.exp(-np.maximum(x - peak_nm, 0) / decay_nm), 0.0)
tail /= tail.sum()
channelled = fraction * np.exp(-(deep_nm - peak_nm) / decay_nm) / decay_nm
print(f"Channelled part: {100*fraction:.0f} % of dose, "
      f"decay {decay_nm:.0f} nm")
print(f"Channelled concentration at {deep_nm:.0f} nm: "
      f"{channelled*to_cm3:.2e} cm^-3")
report("With channelling", statistics(x, (1 - fraction) * f + fraction * tail))

# Neglected: annealing, with rough Arrhenius values and enhancement.
temperature, time_s, prefactor, barrier_eV, boost = 1273.0, 10.0, 1.0, 3.5, 30.0
D = prefactor * np.exp(-barrier_eV * e_charge / (k_boltzmann * temperature))
plain_nm = np.sqrt(2 * D * time_s) * 1e7
spread_nm = plain_nm * np.sqrt(boost)
half = int(8 * spread_nm) + 1
kernel = np.exp(-np.arange(-half, half + 1)**2 / (2 * spread_nm**2))
kernel /= kernel.sum()
annealed = np.convolve(f, kernel, mode="same")
after = statistics(x, annealed)
sigma_after = np.hypot(sigma_nm, spread_nm)
ratio = sigma_nm / sigma_after
predicted = [range_nm, sigma_after, gamma * ratio**3, 3 + (beta-3) * ratio**4]
assert np.allclose(after, predicted, rtol=1e-4)
print(f"Anneal: {temperature:.0f} K, {time_s:.0f} s, D0 {prefactor:.1f} cm^2/s,"
      f" barrier {barrier_eV:.1f} eV")
print(f"Equilibrium diffusivity: {D:.2e} cm^2/s")
print(f"Diffusion spread: {plain_nm:.2f} nm; enhanced {boost:.0f} times in D:"
      f" {spread_nm:.1f} nm")
report("After enhanced anneal", after)
print(f"Peak concentration after anneal: {annealed.max()*to_cm3:.3e} cm^-3")
print("success")
```

Printed output:

```
Roots of cubic in g: [-1.63114  0.41138  4.63643]
Lower skewness limit: 0.6414; kurtosis there: 3.7873
Upper skewness limit: 2.1532; kurtosis there: 13.9274
Limits from moment equations: 0.6414, 2.1532
Family scan meets closure from 0.6417 to 2.1515
Type III at skewness: 0.4714
Largest moment error inside window: 3.6e-15
Largest moment error outside window: 5.9e-11
Closure 2.7 + 2.4 g: limits 0.804, 2.104
Closure 2.9 + 2.4 g: limits 0.444, 2.197
Closure 2.8 + 2.3 g: limits 0.731, 1.912
Closure 2.8 + 2.5 g: limits 0.581, 2.350
Example: range 300 nm, sigma 70 nm, skewness -1.0
Dose: 1.0e+14 cm^-2; kurtosis: 5.20
b0 = -3964.5 nm^2, b1 = a = 26.091 nm, b2 = -0.06364
b1^2 - 4 b0 b2 = -328.4 nm^2
Tail exponent: 15.71
Peak depth: 326.1 nm
Peak concentration: 6.495e+18 cm^-3
Gaussian peak, same dose and sigma: 5.699e+18 cm^-3
Concentration at 600 nm: 1.09e+08 cm^-3
Fraction of density above the surface: 0.199 %
Cut at surface: mean 300.7 nm, sigma 68.2 nm
  skewness -0.797, kurtosis 3.933, closure 4.325, type I
Channelled part: 5 % of dose, decay 80 nm
Channelled concentration at 600 nm: 2.04e+16 cm^-3
With channelling: mean 305.3 nm, sigma 74.3 nm
  skewness -0.489, kurtosis 6.262, closure 3.374, type IV
Anneal: 1273 K, 10 s, D0 1.0 cm^2/s, barrier 3.5 eV
Equilibrium diffusivity: 1.39e-14 cm^2/s
Diffusion spread: 5.28 nm; enhanced 30 times in D: 28.9 nm
After enhanced anneal: mean 300.0 nm, sigma 75.7 nm
  skewness -0.790, kurtosis 4.606, closure 4.297, type IV
Peak concentration after anneal: 5.812e+18 cm^-3
success
```
